# Why defects under a metal must be denser to pin bands

## Two sheets of charge

Take two parallel sheets in a medium of permittivity $\varepsilon$. One carries $N$ electrons per unit area, the other an equal positive charge, and they are a distance $\ell$ apart. By Gauss's law the field between them is $qN/\varepsilon$, where $q>0$ is the elementary charge. The potential step is therefore

$$V=\frac{qN\ell}{\varepsilon},\qquad\text{so}\qquad N=\frac{\varepsilon V}{q\ell}. \tag{1}$$

The same step costs a hundred times more charge if the sheets are a hundred times closer.

Defects that pin a Fermi level must supply such a step. They bend the bands until their own level meets the Fermi energy, and the charge they hold is balanced by an equal and opposite charge nearby. On a free surface of an n-type semiconductor the balance is ionised donors, spread over about 100 nm in the example below. Under a metal it is mostly charge on the metal's face, as close as the defects are deep.

## The estimate

The numbers refer to a model semiconductor with relative permittivity 13 and donor density $N_D=10^{17}\ \mathrm{cm^{-3}}$ at 300 K. The defect level lies 0.80 eV below the conduction edge. In the bulk that edge is 0.040 eV above the Fermi energy, so bringing the level to the Fermi energy takes a shift $V=0.760$ V.

On the free surface, suppose that all electrons have left a layer of width $W$. The defects hold them, so $N=N_DW$, and the donor charge lies at a mean distance $\ell=W/2$. Equation (1) gives

$$N_DW=\frac{2\varepsilon V}{qW}\quad\Rightarrow\quad W=\sqrt{\frac{2\varepsilon V}{qN_D}}=104.5\ \mathrm{nm}.$$

Hence $N\approx10^{17}\times1.045\times10^{-5}\approx1.0\times10^{12}\ \mathrm{cm^{-2}}$.

Now put a metal 0.5 nm from the defects. With $\ell=0.5$ nm, a charged density of $10^{14}\ \mathrm{cm^{-2}}$ gives a step of 0.696 V. The same shift of 0.760 V needs

$$N\approx\frac{0.760}{0.696}\times10^{14}=1.09\times10^{14}\ \mathrm{cm^{-2}}.$$

The ratio is about $W/(2d)$, with $d$ the defect depth. The estimate leaves open how sharp the depletion edge is, how the two balancing charges combine under a metal, and how many defects must be present for the required number to be charged.

## Depletion charge with mobile electrons

Let $x$ run into the semiconductor from the defect plane, and let $u(x)$ be the height of the conduction edge above its bulk value, divided by $q$. All energies below are likewise divided by $q$; a value in eV and the corresponding potential in V have the same number. Write $v_T=kT/q=0.0259$ V.

Electrons have charge $-q$, so the electrostatic potential is $-u$, up to a constant. Poisson's equation then reads $u''=\rho/\varepsilon$. With Boltzmann electrons, fully ionised donors and no holes, $\rho=qN_D(1-e^{-u/v_T})$, and

$$u''=\frac{qN_D}{\varepsilon}\left(1-e^{-u/v_T}\right). \tag{2}$$

Multiply by $u'$. The left side becomes the derivative of $u'^2/2$. Integrate from the bulk, where $u=u'=0$, to the defect plane, where $u=V$:

$$\frac{u'(0)^2}{2}=\frac{qN_D}{\varepsilon}\int_0^V\left(1-e^{-s/v_T}\right)ds
=\frac{qN_D}{\varepsilon}\left[V-v_T\left(1-e^{-V/v_T}\right)\right].$$

The net donor charge per area, in units of $q$, follows by integrating $\rho/q=\varepsilon u''/q$ over the semiconductor:

$$N_{\rm dep}=\frac{\varepsilon}{q}\int_0^\infty u''\,dx=-\frac{\varepsilon}{q}u'(0).$$

The slope $u'(0)$ is negative because the bands fall towards the bulk. Taking that root,

$$N_{\rm dep}(V)=\sqrt{\frac{2\varepsilon N_D}{q}\left[V-v_T\left(1-e^{-V/v_T}\right)\right]}. \tag{3}$$

For $V\gg v_T$ the bracket is $V-v_T$. Here it is 0.734 V instead of 0.760 V, which lowers the simple estimate by under two per cent, to $1.03\times10^{12}\ \mathrm{cm^{-2}}$.

The lever arm in equation (1) also has a definite meaning. Integrate $xu''$ by parts; the boundary term $xu'$ vanishes at both ends:

$$\int_0^\infty xu''\,dx=-\int_0^\infty u'\,dx=u(0)=V.$$

The left side is $(q/\varepsilon)N_{\rm dep}\bar x$, where $\bar x$ is the centroid of the donor charge. Thus

$$N_{\rm dep}=\frac{\varepsilon V}{q\bar x}, \tag{4}$$

which is equation (1) with $\ell=\bar x$, for a charge of any shape. Numerically $\bar x=53.2$ nm, slightly beyond $W/2=52.3$ nm because the depletion edge has a thermal tail.

On a free surface with no external field, the charged defect density $N^-$ must equal $N_{\rm dep}$. It grows as $\sqrt{N_D}$, so the figure $10^{12}\ \mathrm{cm^{-2}}$ belongs to moderate doping. With the shift held at 0.760 V, it is $3.25\times10^{11}\ \mathrm{cm^{-2}}$ for $10^{16}$ donors per $\mathrm{cm^3}$ and $3.25\times10^{12}\ \mathrm{cm^{-2}}$ for $10^{18}$. The last figure stretches equation (3): for an effective mass of $0.07\,m_e$ the electrons are degenerate at $10^{18}\ \mathrm{cm^{-3}}$. Fermi–Dirac statistics give $3.23\times10^{12}\ \mathrm{cm^{-2}}$ at the same shift, and $3.4\times10^{12}\ \mathrm{cm^{-2}}$ at the 0.84 V that this doping needs to bring the level to the Fermi energy.

## Adding the metal

Let the barrier $B$ be the conduction edge at the defect plane, measured from the Fermi energy, and let $\zeta=0.040$ eV be its bulk value. The shift is $V=B-\zeta$. Let $B_0$ be the bare barrier: the conduction edge at the metal's face, set by the choice of metal and semiconductor and not by the defects. The metal is taken first as a perfect conductor, and the layer between it and the defects as free of other charge. The donors in that layer number only $N_Dd=5\times10^{9}\ \mathrm{cm^{-2}}$.

The defects carry $-qN^-$ per area and the donors beyond them $+qN_{\rm dep}$. Neutrality puts $+q(N^--N_{\rm dep})$ on the metal's face. The field in the layer is $q(N^--N_{\rm dep})/\varepsilon$ and points from the metal to the defects. The potential falls along it, so the electron energy rises:

$$B-B_0=\frac{qd}{\varepsilon}\left(N^--N_{\rm dep}\right).$$

Solving for the defect charge gives

$$N^-=N_{\rm dep}(B-\zeta)+\frac{\varepsilon(B-B_0)}{qd}. \tag{5}$$

The first term is what the free surface demands for the same barrier. The metal adds the second. If a charge-free dielectric of growing thickness separates the metal from the defects, the second term fades and the free surface returns.

For a like comparison, choose a metal whose bare contact has flat bands, $B_0=\zeta$. Both terms then refer to the same shift, and by equation (4) their ratio is

$$\frac{\varepsilon V/(qd)}{\varepsilon V/(q\bar x)}=\frac{\bar x}{d}=\frac{53.2}{0.5}\approx106.$$

The total charged density is $1.09\times10^{14}+1.03\times10^{12}\approx1.10\times10^{14}\ \mathrm{cm^{-2}}$. Depletion, which is the whole demand on the free surface, is about one per cent of it here.

Individual charges do not spoil the laterally averaged shift a few nanometres below the metal. Each defect and its opposite image in the metal form a small dipole. Summing these dipoles for a square lattice with 1 nm spacing, out to a radius of 600 nm, gives 0.692 V at a point 3 nm below the metal; the uniform sheet gives 0.696 V. At large radius $r$ a dipole contributes $q(2dz)/(4\pi\varepsilon r^3)$ at depth $z$. Integrating this beyond radius $R$ with density $N$ gives $(qNd/\varepsilon)(z/R)$. The omitted fraction is thus $3/600=0.5$ per cent, which accounts for most of the difference.

The potential at a defect's own site is another matter, because a defect does not feel its own share of the sheet. On the same lattice the other charges and their images shift the bands there by only 0.37 V. Bringing the level to the Fermi energy would then take about $1.8\times10^{14}\ \mathrm{cm^{-2}}$ for such an ordered arrangement. This leaves out the attraction of each charged defect to its own image, which lowers the level by about 0.06 eV and raises the need to about $1.9\times10^{14}\ \mathrm{cm^{-2}}$. At such densities the laterally averaged barrier is about 1.3 eV, some 0.5 eV above the level depth. For a gap of 1.4 eV it is less than 0.2 eV from the valence edge, where holes, neglected here, begin to appear. The results below treat the defects as a uniform sheet and leave this effect out.

## How many defects must be present

An acceptor-like defect is neutral when empty and negative when filled. Let its level lie $E_t=0.80$ eV below the conduction edge, with any spin degeneracy absorbed in $E_t$. A higher barrier lifts the level relative to the Fermi energy and empties it:

$$N^-=N_tf,\qquad f=\frac{1}{1+e^{(B-E_t)/v_T}}. \tag{6}$$

Here $N_t$ is the total defect density. The supply (6) falls with $B$ while the demand (5) rises, so they meet at one barrier. At $B=E_t$ half the defects are charged, and the total must be twice the charged density found above. A total near the charged density itself already brings $B$ to within several $v_T$ of the level, since the defects are then nearly full.

The barriers below come from a numerical solution of Poisson's equation with mobile electrons. The algebraic balance of (5) and (6) agreed with each of them to within 1 meV. The metal has $B_0=\zeta$.

| $N_t$ (cm$^{-2}$) | $B$, free (eV) | $B$, metal (eV) |
|---|---|---|
| $10^{11}$ | 0.061 | 0.040 |
| $3\times10^{11}$ | 0.127 | 0.042 |
| $10^{12}$ | 0.714 | 0.046 |
| $3\times10^{12}$ | 0.816 | 0.060 |
| $10^{13}$ | 0.855 | 0.108 |
| $3\times10^{13}$ | 0.885 | 0.245 |
| $10^{14}$ | 0.916 | 0.709 |
| $3\times10^{14}$ | 0.944 | 0.813 |

At $10^{12}\ \mathrm{cm^{-2}}$ the free surface has made most of its shift, while the contact has moved by less than 10 meV. The contact reaches a similar barrier at $10^{14}\ \mathrm{cm^{-2}}$.

The two columns also rise differently. While the defects are nearly full, $N^-\approx N_t$. On the free surface, equation (3) then makes $V-v_T$ grow as $N_t^2$ once $V$ exceeds a few $v_T$, because more charge also widens the depletion layer. Under the metal the arm is fixed and the shift grows as $N_t$.

Beyond the threshold, the free barrier does not stop at the level. Setting $N_tf=N_{\rm dep}$ in (6) gives

$$B=E_t+v_T\ln\left(\frac{N_t}{N_{\rm dep}}-1\right).$$

This logarithm is the slow drift in the middle column. Here pinning holds the barrier within about six $v_T$ of the level, and not at a fixed number.

## Resistance to a change of metal

A pinned contact should respond weakly when one metal replaces another. Define $S=dB/dB_0$, which is near 1 for an unpinned contact and small for a pinned one. Define three densities per volt:

$$c_m=\frac{\varepsilon}{qd},\qquad c_{\rm dep}=\frac{dN_{\rm dep}}{dB},\qquad c_t=-\frac{dN^-}{dB}=\frac{N_tf(1-f)}{v_T}.$$

The last follows from $df/dB=-f(1-f)/v_T$. Differentiate (5) with respect to $B_0$, using (6) on the left:

$$-c_tS=c_{\rm dep}S+c_m(S-1).$$

Collecting the terms in $S$,

$$S=\frac{c_m}{c_m+c_{\rm dep}+c_t}. \tag{7}$$

For 0.5 nm, $c_m=10^{14}/0.696=1.44\times10^{14}\ \mathrm{cm^{-2}\,V^{-1}}$. At half filling, $10^{14}$ defects per $\mathrm{cm^2}$ give $c_t=10^{14}/(4\times0.0259)=9.7\times10^{14}$ in the same unit. The depletion term is below one per cent of $c_m$, and

$$S\approx\frac{1.44}{1.44+9.7}\approx0.13.$$

For $10^{13}\ \mathrm{cm^{-2}}$ the same formula gives $S=0.60$, which looks like partial pinning. It holds over a narrow range of metals. Between empty and full, the defects can move the barrier by at most

$$\Delta B_{\max}=\frac{qN_td}{\varepsilon},$$

since depletion charge only reduces the shift. This is 0.07 V for $10^{13}\ \mathrm{cm^{-2}}$ and 0.70 V for $10^{14}$. Apart from thermal rounding and a small depletion correction, the level is partly filled only for bare barriers between $E_t-\Delta B_{\max}$ and $E_t$. The rounding is not small when $\Delta B_{\max}\gg v_T$: for $10^{14}\ \mathrm{cm^{-2}}$, $S$ is still 0.30 at $B_0=E_t$ and 0.44 at 0.85 eV, and reaches 0.98 near 1.0 eV.

Sweeping $B_0$ from 0.1 to 0.7 eV shows the consequence. The mean slope is 0.98 for $10^{13}\ \mathrm{cm^{-2}}$, whose window starts near 0.73 eV, outside the sweep. It is 0.17 for $10^{14}\ \mathrm{cm^{-2}}$, whose window covers nearly all of it. A contact pinned against a wide choice of metals therefore needs a small $S$ and enough total charge.

The free surface has no $c_m$. If a small fixed negative charge $q\,\delta N$ per area is added to it, the balance $N_tf+\delta N=N_{\rm dep}$ gives $\delta B=\delta N/(c_{\rm dep}+c_t)$. The defects compete only with the weak response of the depletion layer, so a small density suffices.

For a metal with $B_0>E_t$, acceptors cannot bring the barrier down to the level, because negative charge raises it; they only lower $S$ while $B_0$ is within roughly 0.1 eV of $E_t$. Pulling it down takes defects that become positive.

## How firm is $10^{14}$?

The free-surface figure changes little with temperature: at 400 K it is $1.00\times10^{12}\ \mathrm{cm^{-2}}$, with the level depth and doping held fixed. The figure under the metal depends on what happens within a few tenths of a nanometre, where a continuum model is least secure.

**Metal screening.** A real metal's charge has a finite depth. In linear Thomas–Fermi screening the field inside decays as $e^{-|x|/\lambda}$. Continuity of displacement makes the field just inside the metal $\varepsilon_r$ times that in the semiconductor, where $\varepsilon_r=13$. The extra potential drop is that field times $\lambda$, so the arm becomes $d+\varepsilon_r\lambda$. A free-electron metal with $6\times10^{22}$ electrons per $\mathrm{cm^3}$ has $\lambda=0.059$ nm, and the arm grows from 0.5 to about 1.27 nm. The charged density needed falls to $4.4\times10^{13}\ \mathrm{cm^{-2}}$. Since $\lambda$ is smaller than an atom, this shows sensitivity and is not a precise correction. The estimate assumes a continuous metal much thicker than $\lambda$.

**Local permittivity.** If the layer between metal and defects has relative permittivity 6 instead of 13, with the metal again perfect, the need is $5.1\times10^{13}\ \mathrm{cm^{-2}}$.

**Metal-induced gap states.** Electron states of the metal decay into the semiconductor's gap and screen the defects. Represent them by $D$ states per area and volt, at depth $t<d$. Let the defects, with charged density $N$, raise the bands at that depth by $u_1$. The gap states then lose $Du_1$ electrons per area, and with depletion neglected the field nearer the metal is $q(N-Du_1)/\varepsilon$. Hence

$$u_1=\frac{qt}{\varepsilon}(N-Du_1)\quad\Rightarrow\quad u_1=\frac{qtN/\varepsilon}{1+qDt/\varepsilon}.$$

Adding the drop $qN(d-t)/\varepsilon$ between $t$ and $d$ gives the effective arm

$$\ell=d-t+\frac{t}{1+qDt/\varepsilon}<d.$$

For trial values $D=3\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$ and $t=0.2$ nm, the need rises to $1.35\times10^{14}\ \mathrm{cm^{-2}}$. Here $B_0$ means the barrier with gap states but without defects. With metal screening as well, the arm between the gap states and the metal's charge is $t+\varepsilon_r\lambda$, which replaces $t$ in the numerator and denominator of the fraction. The need is then $1.12\times10^{14}\ \mathrm{cm^{-2}}$. The near return to the first estimate is a cancellation for these trial values.

**Level width.** A defect this close to a metal exchanges electrons with it easily. For a square barrier of 0.8 eV and effective mass $0.07\,m_e$, the WKB factor across 0.5 nm is 0.30; for the sloping barrier under the flat-band metal it is 0.43. These use the band-edge mass for a level near midgap, which overstates the decay; a two-band dispersion with a gap of 1.42 eV gives 0.45 and 0.51. A sharp level is therefore doubtful. Giving it a Lorentzian half width of 0.1 eV, a trial value, raises $S$ near half filling at $10^{14}\ \mathrm{cm^{-2}}$ from 0.13 to 0.31 if thermal smearing is left out, and to 0.34 if it is included at 300 K. Pinning becomes softer.

**Random positions.** Charges placed at random, at the required densities, give a potential spread of 0.074 V at 2 nm below the metal. A leading-image estimate for the defects alone gives 0.068 V at 10 nm below the free surface. With the depletion edge treated as a conductor and all images kept, the defects give 0.063 V and the randomly placed donors 0.036 V, together 0.073 V. Both are about a tenth of the shift. Closer to the defects the spread is larger, 0.16 V at 1 nm below the metal. The barrier in this model is therefore only a lateral average.

Other corrections are smaller or concern transport. At $10^{17}\ \mathrm{cm^{-3}}$, carrier degeneracy moves the bulk Fermi energy by 2 meV. Image-force lowering of the barrier for passing electrons is about 0.04 eV if the peak depletion field is taken right up to the metal. For an electron at the bulk band edge, the WKB factor through the parabolic depletion barrier is $e^{-qV/E_{00}}$, with $E_{00}=(q\hbar/2)\sqrt{N_D/(m^*\varepsilon)}$ and $m^*$ the effective mass. Here $E_{00}=6.2$ meV is well below $kT=25.9$ meV, so tunnelling at the band edge is negligible beside thermal emission over the barrier. This does not exclude tunnelling by thermally excited electrons. Just below its top the barrier is thin, and they can carry much of the current there.

## Beside a real contact

The parameters are in the rough regime of metal contacts on n-type gallium arsenide, whose gap is about 1.4 eV. Its (001) plane has roughly $6\times10^{14}$ atomic sites per $\mathrm{cm^2}$. The free-surface requirement is then about one charged defect in 600 sites, and the requirement under a metal about one in six. The second is no longer a dilute set of defects, and treating their levels as independent becomes questionable. The flat-band metal was chosen for an equal comparison; many contact metals have a larger bare barrier. With $B_0=0.3$ eV the shift from the metal's face is 0.5 V, and the image demand falls to $(0.5/0.696)\times10^{14}\approx7\times10^{13}\ \mathrm{cm^{-2}}$. Real contacts also break the assumptions of a perfect metal and an interface without gap states. In the cases worked above, these move the need between about $4\times10^{13}$ and $1.4\times10^{14}\ \mathrm{cm^{-2}}$.

The field between metal and defects is $0.760\ \mathrm{V}/0.5\ \mathrm{nm}=15.2$ MV/cm, against a peak of 0.143 MV/cm in the depletion layer. An electron crossing the thin layer gains at most 0.76 eV, less than the gap, so it cannot start an avalanche there. A linear dielectric response at such a field remains an assumption.

The hundredfold contrast therefore belongs to moderate doping and sub-nanometre depth. At $10^{18}$ donors per $\mathrm{cm^3}$, with the same shift and depth, the ratio of the two demands drops to about 34 (between 35 and 36 with the 0.84 V shift that this degenerate doping actually needs). Moving the defects deeper reduces it further, in proportion to $1/d$ while $d$ stays small enough for the donors in the layer to be ignored. The numerical output below lists the main values of the sheet model.

## Computed values

```
relative permittivity 13; effective mass 0.07 m_e
temperature 300 K; kT 0.0259 eV
donor density 1.0e+17 cm^-3
level below conduction edge 0.80 eV; defect depth 0.5 nm
bulk conduction edge above Fermi energy 0.040 eV
band shift required 0.760 eV
depletion width 104.5 nm; charge centroid 53.2 nm
charged defects needed, free surface 1.03e+12 cm^-2
image-charge demand under metal 1.09e+14 cm^-2
charged defects needed, under metal 1.10e+14 cm^-2
image demand / free-surface demand 106
free need, same shift, donors 1e+16 cm^-3: 3.25e+11 cm^-2
free need, same shift, donors 1e+18 cm^-3: 3.25e+12 cm^-2
total defects (cm^-2): free barrier, metal barrier (eV)
  1e+11: 0.061, 0.040
  3e+11: 0.127, 0.042
  1e+12: 0.714, 0.046
  3e+12: 0.816, 0.060
  1e+13: 0.855, 0.108
  3e+13: 0.885, 0.245
  1e+14: 0.916, 0.709
  3e+14: 0.944, 0.813
shift by 1e14 cm^-2 charges: sheet 0.696 V, lattice sum 0.692 V
total defects: S at half filling, mean S for bare 0.1-0.7 eV
  1e+12 cm^-2: 0.933, 0.992
  1e+13 cm^-2: 0.596, 0.977
  1e+14 cm^-2: 0.129, 0.166
Neglected effects; needs are charged defects under metal
metal electron density 6e+22 cm^-3; screening length 0.059 nm
need with metal screening 4.43e+13 cm^-2
need with local permittivity 6: 5.14e+13 cm^-2
gap states 3e+14 cm^-2 eV^-1 at 0.2 nm
need with gap states 1.35e+14 cm^-2
need with screening and gap states 1.12e+14 cm^-2
S at 1e14 cm^-2, level half width 0.1 eV: 0.311
WKB factor from defect to metal 0.30
random-charge spread 2 nm below metal 0.074 V
random-charge spread 10 nm below free surface 0.068 V
field between metal and defects 15.2 MV/cm
peak depletion field 0.143 MV/cm
image-force lowering 0.040 eV
tunnelling energy E00 6.2 meV
carrier-degeneracy shift 2.0 meV
free-surface need at 400 K 1.00e+12 cm^-2
```
